# What Powder Neutron Diffraction Can Tell About a Collinear Spin Direction: a program that tests the result

```python
"""
Powder neutron diffraction from collinear magnets: what is learnt about the
spin direction?

Result under test.  A powder line sums |F|^2 [1 - (qhat.mhat)^2] over all
reflections of equal |q|.  Let L be this sum divided by the sum of |F|^2.
  cubic symmetry of the sign pattern:    L = 2/3 for every direction mhat
  uniaxial symmetry of the sign pattern: L = (2/3)[1 - <P2(cos eta)> P2(cos phi)]
Symbols: F    structure factor of the signs +1/-1 of the collinear moments
         mhat unit vector along the moments, qhat unit scattering vector
         eta  angle between q and the unique axis
         phi  angle between mhat and the unique axis
         P2   second Legendre polynomial, <> average over a line with weight |F|^2
Lengths are in bohr, scattering vectors in 1/bohr, moments in Bohr magnetons.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const

rng = np.random.default_rng(5)


def P2(x):
    return 1.5 * x**2 - 0.5


def unit(v):
    v = np.asarray(v, dtype=float)
    return v / np.linalg.norm(v)


def direction(polar_deg, azimuth_deg, axis=(0, 0, 1)):
    """Unit vector at given polar angle and azimuth about an axis."""
    e3 = unit(axis)
    e1 = unit(np.cross(e3, [0.3, -0.8, 0.1])) if abs(e3[2]) < 0.999 \
        else np.array([1.0, 0.0, 0.0])
    e2 = np.cross(e3, e1)
    t, p = np.radians([polar_deg, azimuth_deg])
    return np.sin(t) * (np.cos(p) * e1 + np.sin(p) * e2) + np.cos(t) * e3


def make_lines(cell, frac, signs, qmax=2.0):
    """All magnetic reflections with |q| < qmax, grouped into powder lines."""
    cell, frac = np.asarray(cell, float), np.asarray(frac, float)
    recip = 2 * np.pi * np.linalg.inv(cell).T
    nmax = np.floor(qmax * np.linalg.norm(cell, axis=1) / (2 * np.pi)).astype(int)
    hkl = np.array(list(itertools.product(*[range(-n, n + 1) for n in nmax])))
    q = hkl @ recip
    Q = np.linalg.norm(q, axis=1)
    F2 = np.abs(np.exp(2j * np.pi * hkl @ frac.T) @ np.asarray(signs, float))**2
    keep = (Q > 1e-9) & (Q < qmax) & (F2 > 1e-8)
    hkl, q, Q, F2 = hkl[keep], q[keep], Q[keep], F2[keep]
    order = np.argsort(Q)
    groups = np.split(order, np.where(np.diff(Q[order]) > 1e-7)[0] + 1)
    return [dict(Q=Q[g[0]], hkl=hkl[g], qhat=q[g] / Q[g][:, None], F2=F2[g])
            for g in groups]


def line_sum(line, mhat):
    return np.sum(line["F2"] * (1 - (line["qhat"] @ mhat)**2))


def factor(line, mhat):
    return line_sum(line, mhat) / line["F2"].sum()


def mean_P2(line, axis=(0, 0, 1)):
    return np.average(P2(line["qhat"] @ unit(axis)), weights=line["F2"])


# --- Magnetic interaction: the field of a magnetisation wave -----------------
x = sp.symbols("x0:3", real=True)
k = sp.symbols("k0:3", positive=True)
mu = sp.symbols("m0:3", real=True)
wave = sp.cos(sum(k[i] * x[i] for i in range(3)))
k_dot_m = sum(k[i] * mu[i] for i in range(3))
k_sq = sum(c**2 for c in k)
M_field = [mu[i] * wave for i in range(3)]
B_field = [(mu[i] - k[i] * k_dot_m / k_sq) * wave for i in range(3)]
H_field = [B_field[i] - M_field[i] for i in range(3)]
assert sp.simplify(sum(sp.diff(B_field[i], x[i]) for i in range(3))) == 0
for i in range(3):
    j, l = (i + 1) % 3, (i + 2) % 3
    assert sp.simplify(sp.diff(H_field[l], x[j]) - sp.diff(H_field[j], x[l])) == 0

# --- Unpolarised beam: nuclear and magnetic intensities add ------------------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
N_amp = complex(*rng.normal(size=2))
M_perp = rng.normal(size=3) + 1j * rng.normal(size=3)
amplitude = N_amp * np.eye(2) + np.einsum("i,ijk->jk", M_perp, pauli)
spin_average = 0.5 * sum(abs(amplitude[f, i])**2 for f in (0, 1) for i in (0, 1))
assert np.isclose(spin_average, abs(N_amp)**2 + np.sum(abs(M_perp)**2))

# --- Symmetry of the sign patterns, counted in direct space ------------------
cubic_ops = []
for perm in itertools.permutations(range(3)):
    for flips in itertools.product((1, -1), repeat=3):
        op = np.zeros((3, 3), dtype=int)
        for row in range(3):
            op[row, perm[row]] = flips[row]
        cubic_ops.append(op)


def sign_G(r):
    return 1 - 2 * (r.sum(axis=1) % 2)


def sign_A(r):
    return 1 - 2 * (r[:, 2] % 2)


def sign_fcc(r):
    return 1 - 2 * ((r.sum(axis=1) // 2) % 2)


def pattern_group(sign, sites):
    """Cubic operations that map the signs to themselves or to their negative."""
    found = []
    for op in cubic_ops:
        product = sign(sites @ op.T) * sign(sites)
        if np.all(product == product[0]):
            found.append(op)
    return found


box = np.array(list(itertools.product(range(-3, 4), repeat=3)))
fcc_box = box[box.sum(axis=1) % 2 == 0]
group_G = pattern_group(sign_G, box)
group_A = pattern_group(sign_A, box)
group_fcc = pattern_group(sign_fcc, fcc_box)
assert (len(group_G), len(group_A), len(group_fcc)) == (48, 16, 12)

# --- Magnetic structures -----------------------------------------------------
a, b, c = 8.0, 9.0, 10.0
cube2 = np.array(list(itertools.product(range(2), repeat=3)))
cube4 = np.array(list(itertools.product(range(4), repeat=3)))
fcc4 = cube4[cube4.sum(axis=1) % 2 == 0]
two_layers, up_down = [[0, 0, 0], [0, 0, 0.5]], [1, -1]
hex_cell = a * np.array([[1, 0, 0], [-0.5, np.sqrt(3) / 2, 0],
                         [0, 0, np.sqrt(8 / 3)]])
hcp_sites = [[1 / 3, 2 / 3, 0.25], [2 / 3, 1 / 3, 0.75]]
structures = {
    "cubic G-type": make_lines(2 * a * np.eye(3), cube2 / 2, sign_G(cube2)),
    "cubic-cell A-type": make_lines(np.diag([a, a, 2 * a]), two_layers, up_down),
    "fcc (111) layers": make_lines(2 * a * np.eye(3), fcc4 / 4, sign_fcc(fcc4)),
    "tetragonal A-type": make_lines(np.diag([a, a, 2 * c]), two_layers, up_down),
    "hcp ferromagnet": make_lines(hex_cell, hcp_sites, [1, 1]),
    "orthorhombic A-type": make_lines(np.diag([a, b, 2 * c]), two_layers, up_down),
    "monoclinic A-type": make_lines([[a, 0, 0], [0, b, 0], [3, 0, 2 * c]],
                                    two_layers, up_down),
    "triclinic A-type": make_lines([[a, 0, 0], [1, b, 0], [1.5, 2, 2 * c]],
                                   two_layers, up_down),
}

# --- Number of obtainable combinations of the products M_i M_j ---------------
expected_rank = [1, 2, 2, 2, 2, 3, 4, 6]
ranks = {}
for (name, lines), expected in zip(structures.items(), expected_rank):
    rows = []
    for line in lines:
        T = np.einsum("n,ni,nj->ij", line["F2"], line["qhat"], line["qhat"])
        response = np.trace(T) * np.eye(3) - T
        rows.append(response[np.triu_indices(3)] / np.trace(T))
    singular = np.linalg.svd(np.array(rows), compute_uv=False)
    ranks[name] = int(np.sum(singular > 1e-6 * singular[0]))
    assert ranks[name] == expected, (name, singular)

# --- Cubic pattern: every direction gives 2/3 --------------------------------
G_lines = structures["cubic G-type"]
trial = [unit(rng.normal(size=3)) for _ in range(20)]
cubic_deviation = max(abs(factor(l, m) - 2 / 3) for l in G_lines for m in trial)
assert cubic_deviation < 1e-12

# --- Uniaxial patterns: azimuth drops out, polar angle stays -----------------
for name, axis in [("cubic-cell A-type", (0, 0, 1)), ("fcc (111) layers", (1, 1, 1)),
                   ("tetragonal A-type", (0, 0, 1)), ("hcp ferromagnet", (0, 0, 1))]:
    lines = structures[name]
    for polar in (0.0, 23.0, 61.0, 90.0):
        for azimuth in (0.0, 17.0, 140.0):
            m = direction(polar, azimuth, axis)
            for line in lines:
                law = 2 / 3 * (1 - mean_P2(line, axis) * P2(np.cos(np.radians(polar))))
                assert abs(factor(line, m) - law) < 1e-11
    change = max(abs(factor(l, direction(0, 0, axis)) - factor(l, direction(90, 0, axis)))
                 for l in lines)
    assert change > 0.1
magic = np.degrees(np.arccos(1 / np.sqrt(3)))
for line in structures["tetragonal A-type"]:
    assert abs(factor(line, direction(magic, 33.0)) - 2 / 3) < 1e-12

# --- Single crystal with equally populated domains ---------------------------
for _ in range(5):
    qh, m = unit(rng.normal(size=3)), unit(rng.normal(size=3))
    average_G = np.mean([1 - (qh @ op @ m)**2 for op in group_G])
    average_A = np.mean([1 - (qh @ op @ m)**2 for op in group_A])
    assert abs(average_G - 2 / 3) < 1e-12
    assert abs(average_A - 2 / 3 * (1 - P2(qh[2]) * P2(m[2]))) < 1e-12

# --- Finite crystallite averaged over all orientations -----------------------
# Turning the crystallite with its moments at fixed q equals turning q.
nodes, weights = np.polynomial.legendre.leggauss(64)
azimuths = 2 * np.pi * np.arange(128) / 128
cos_t, az = np.meshgrid(nodes, azimuths, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
sphere = np.stack([sin_t * np.cos(az), sin_t * np.sin(az), cos_t], axis=-1).reshape(-1, 3)
sphere_weight = np.repeat(weights, 128) / 256
assert abs(sphere_weight.sum() - 1) < 1e-12
crystallite_factors = {}
for label, sign in (("G", sign_G), ("A", sign_A)):
    for Q in (0.40, 0.55, 0.68):
        F2 = np.abs(np.exp(1j * Q * a * sphere @ cube4.T) @ sign(cube4))**2
        total = sphere_weight @ F2
        p_mean = sphere_weight @ (F2 * P2(sphere[:, 2])) / total
        for polar, azimuth in ((0, 0), (35, 10), (35, 70), (90, 20)):
            m = direction(polar, azimuth)
            L = sphere_weight @ (F2 * (1 - (sphere @ m)**2)) / total
            law = 2 / 3 if label == "G" else \
                2 / 3 * (1 - p_mean * P2(np.cos(np.radians(polar))))
            assert abs(L - law) < 1e-9
            crystallite_factors[label, Q, polar, azimuth] = L

# --- Worked example: tetragonal antiferromagnet ------------------------------
gamma = abs(const.value("neutron mag. mom. to nuclear magneton ratio"))
length_fm = gamma * const.value("classical electron radius") / 2 * 1e15
moment, phi_true, azimuth_true = 2.0, 40.0, 25.0
mean_square_radius = 1.5


def line_weight(line):
    """Intensity in barn/sr for one squared Bohr magneton, without direction."""
    form = np.exp(-line["Q"]**2 * mean_square_radius / 6)
    return length_fm**2 / 100 * form**2 * line["F2"].sum()


def intensity(line, mhat):
    return moment**2 * line_weight(line) * factor(line, mhat)


def polar_from_ratio(R, p1, p2):
    P = (1 - R) / (p1 - R * p2)
    return np.degrees(np.arccos(np.sqrt((2 * P + 1) / 3))), P


tetra = structures["tetragonal A-type"]
first, second = tetra[0], tetra[1]
p1, p2 = mean_P2(first), mean_P2(second)
for azimuth in (0.0, azimuth_true, 45.0):
    m = direction(phi_true, azimuth)
    I1, I2 = intensity(first, m), intensity(second, m)
    R = (I1 / line_weight(first)) / (I2 / line_weight(second))
    phi_found, P_found = polar_from_ratio(R, p1, p2)
    moment_found = np.sqrt(1.5 * I1 / (line_weight(first) * (1 - p1 * P_found)))
    assert abs(phi_found - phi_true) < 1e-8
    assert abs(moment_found - moment) < 1e-10
phi_shifted, _ = polar_from_ratio(1.03 * R, p1, p2)
m_true = direction(phi_true, azimuth_true)

# --- Orthorhombic counterpart: magnitudes of all components ------------------
ortho = structures["orthorhombic A-type"]
wanted = [(0, 0, 1), (1, 0, 1), (0, 1, 1)]
chosen = [next(l for l in ortho if tuple(np.abs(l["hkl"][0])) == w) for w in wanted]
matrix = np.array([line_weight(l) * (1 - l["qhat"][0]**2) for l in chosen])
data = np.array([intensity(l, m_true) for l in chosen])
components = np.sqrt(np.linalg.solve(matrix, data))
assert np.allclose(components, np.abs(moment * m_true), atol=1e-10)
for flips in itertools.product((1, -1), repeat=3):
    assert all(np.isclose(intensity(l, m_true * np.array(flips)), intensity(l, m_true))
               for l in ortho)

# --- Small tetragonal distortion of the cubic sign pattern -------------------


def split_components(ratio, mhat):
    lines = make_lines(2 * a * np.diag([1, 1, ratio]), cube2 / 2, sign_G(cube2))
    parts = [l for l in lines if sorted(np.abs(l["hkl"][0])) == [1, 1, 3]]
    assert len(parts) == 2
    separate = [factor(l, mhat) for l in parts]
    merged = sum(line_sum(l, mhat) for l in parts) / sum(l["F2"].sum() for l in parts)
    return separate, merged


m_axis, m_plane = direction(0, 0), direction(90, 0)
sep_axis, merged_axis = split_components(1.02, m_axis)
sep_plane, merged_plane = split_components(1.02, m_plane)
contrast = merged_axis / merged_plane - 1
_, half_axis = split_components(1.01, m_axis)
_, half_plane = split_components(1.01, m_plane)
half_contrast = half_axis / half_plane - 1
assert 1.85 < contrast / half_contrast < 2.15
assert min(abs(sep_axis[i] / sep_plane[i] - 1) for i in (0, 1)) > 20 * abs(contrast)

# --- Printed numbers ---------------------------------------------------------
print("Symmetry operations of sign pattern (G-type, A-type, fcc layers):",
      len(group_G), len(group_A), len(group_fcc))
print("Obtainable combinations of M_i M_j (count):")
for name, rank in ranks.items():
    print(f"  {name}: {rank}")
print(f"Cubic G-type, a = {a:.0f} bohr: orientation factor L (no unit)")
for line in G_lines[:3]:
    h = np.sort(np.abs(line["hkl"][0]))[::-1]
    values = [factor(line, unit(v)) for v in ((0, 0, 1), (1, 1, 0), (1, 1, 1))]
    print(f"  line {h[0]}/2 {h[1]}/2 {h[2]}/2, m along 001, 110, 111:",
          " ".join(f"{v:.6f}" for v in values))
print(f"  largest deviation from 2/3, 20 random directions: {cubic_deviation:.1e}")
print("  single reflections, m along 001:")
for h in ((3, 1, 1), (1, 3, 1), (1, 1, 3)):
    print(f"    {h[0]}/2 {h[1]}/2 {h[2]}/2: {1 - unit(h)[2]**2:.4f}")
print("fcc (111) layers: L for m along 111 and perpendicular to 111")
for line in structures["fcc (111) layers"][:2]:
    h = np.sort(np.abs(line["hkl"][0]))[::-1]
    L0, L90 = (factor(line, direction(p, 0, (1, 1, 1))) for p in (0, 90))
    print(f"  line |hkl| = {h[0]}/2 {h[1]}/2 {h[2]}/2, {len(line['F2'])} reflections:"
          f" {L0:.4f} {L90:.4f}")
print("Crystallite of 64 moments, Q = 0.55 /bohr: L at (polar, azimuth) in degrees")
for label in ("G", "A"):
    print(f"  {label}-type (0,0) (35,10) (35,70) (90,20):", " ".join(
        f"{crystallite_factors[label, 0.55, p, z]:.5f}"
        for p, z in ((0, 0), (35, 10), (35, 70), (90, 20))))
print(f"Tetragonal A-type: a = {a:.0f} bohr, c = {c:.0f} bohr, moment = {moment:.0f} mu_B")
print(f"  phi = {phi_true:.0f} deg, azimuth = {azimuth_true:.0f} deg,"
      f" mean square spin radius = {mean_square_radius} bohr^2")
print(f"  magnetic scattering length per mu_B = {length_fm:.4f} fm")
print("  line: Q (1/bohr), reflections, <P2(cos eta)>, I (barn/sr per magnetic cell)")
print("  I at phi = 0, 40, 90 deg")
for line in tetra[:4]:
    h = np.abs(line["hkl"][0])
    h = (max(h[:2]), min(h[:2]), h[2])
    values = [intensity(line, m) for m in (m_axis, m_true, m_plane)]
    print(f"  {h[0]} {h[1]} {h[2]}/2: {line['Q']:.4f}, {len(line['F2'])},"
          f" {mean_P2(line):.4f},", " ".join(f"{v:.4f}" for v in values))
print(f"  weights K of first two lines = {line_weight(first):.4f},"
      f" {line_weight(second):.4f} barn/sr per mu_B^2")
print(f"  reduced ratio R = {R:.5f}, P2(cos phi) = {P_found:.5f}")
print(f"  recovered phi = {phi_found:.3f} deg, moment = {moment_found:.4f} mu_B")
print(f"  phi if R is 3 percent too large = {phi_shifted:.2f} deg")
qa, qb = (unit([2 * np.pi * h / a, 2 * np.pi * k_ / a, np.pi / c])
          for h, k_ in ((1, 0), (0, 1)))
print(f"  single reflections 1 0 1/2 and 0 1 1/2: factors"
      f" {1 - (qa @ m_true)**2:.4f} {1 - (qb @ m_true)**2:.4f}")
print(f"  magic angle, L = 2/3 on every line: {magic:.3f} deg")
print(f"Orthorhombic, b = {b:.0f} bohr: recovered |Mx| |My| |Mz| (mu_B):",
      " ".join(f"{v:.4f}" for v in components))
print("G-type with c/a = 1.02, split line 3/2 1/2 1/2: L at phi = 0 and 90 deg")
print(f"  component 1/2 1/2 3/2: {sep_axis[0]:.4f} {sep_plane[0]:.4f}")
print(f"  component 3/2 1/2 1/2: {sep_axis[1]:.4f} {sep_plane[1]:.4f}")
print(f"  merged: {merged_axis:.4f} {merged_plane:.4f}")
print(f"  merged contrast at c/a = 1.02 and 1.01: {100 * contrast:.3f}"
      f" {100 * half_contrast:.3f} percent")
print("no test failed")
```

Running it gives:

```
Symmetry operations of sign pattern (G-type, A-type, fcc layers): 48 16 12
Obtainable combinations of M_i M_j (count):
  cubic G-type: 1
  cubic-cell A-type: 2
  fcc (111) layers: 2
  tetragonal A-type: 2
  hcp ferromagnet: 2
  orthorhombic A-type: 3
  monoclinic A-type: 4
  triclinic A-type: 6
Cubic G-type, a = 8 bohr: orientation factor L (no unit)
  line 1/2 1/2 1/2, m along 001, 110, 111: 0.666667 0.666667 0.666667
  line 3/2 1/2 1/2, m along 001, 110, 111: 0.666667 0.666667 0.666667
  line 3/2 3/2 1/2, m along 001, 110, 111: 0.666667 0.666667 0.666667
  largest deviation from 2/3, 20 random directions: 2.2e-16
  single reflections, m along 001:
    3/2 1/2 1/2: 0.9091
    1/2 3/2 1/2: 0.9091
    1/2 1/2 3/2: 0.1818
fcc (111) layers: L for m along 111 and perpendicular to 111
  line |hkl| = 1/2 1/2 1/2, 2 reflections: -0.0000 1.0000
  line |hkl| = 3/2 1/2 1/2, 6 reflections: 0.9697 0.5152
Crystallite of 64 moments, Q = 0.55 /bohr: L at (polar, azimuth) in degrees
  G-type (0,0) (35,10) (35,70) (90,20): 0.66667 0.66667 0.66667 0.66667
  A-type (0,0) (35,10) (35,70) (90,20): 0.32192 0.49205 0.49205 0.83904
Tetragonal A-type: a = 8 bohr, c = 10 bohr, moment = 2 mu_B
  phi = 40 deg, azimuth = 25 deg, mean square spin radius = 1.5 bohr^2
  magnetic scattering length per mu_B = 2.6954 fm
  line: Q (1/bohr), reflections, <P2(cos eta)>, I (barn/sr per magnetic cell)
  I at phi = 0, 40, 90 deg
  0 0 1/2: 0.3142, 2, 1.0000, 0.0000 0.9143 2.2129
  1 0 1/2: 0.8459, 8, -0.2931, 5.6057 4.8182 3.6997
  0 0 3/2: 0.9425, 2, 1.0000, 0.0000 0.6161 1.4911
  1 1 1/2: 1.1543, 8, -0.3889, 4.4230 3.6554 2.5653
  weights K of first two lines = 0.5532, 1.6256 barn/sr per mu_B^2
  reduced ratio R = 0.55762, P2(cos phi) = 0.38024
  recovered phi = 40.000 deg, moment = 2.0000 mu_B
  phi if R is 3 percent too large = 40.62 deg
  single reflections 1 0 1/2 and 0 1 1/2: factors 0.3187 0.7119
  magic angle, L = 2/3 on every line: 54.736 deg
Orthorhombic, b = 9 bohr: recovered |Mx| |My| |Mz| (mu_B): 1.1651 0.5433 1.5321
G-type with c/a = 1.02, split line 3/2 1/2 1/2: L at phi = 0 and 90 deg
  component 1/2 1/2 3/2: 0.1878 0.9061
  component 3/2 1/2 1/2: 0.9123 0.5438
  merged: 0.6708 0.6646
  merged contrast at c/a = 1.02 and 1.01: 0.933 0.469 percent
no test failed
```
